\section*{Amplitudes of a megasonic wave in water compared with particle size}

\section{The estimate from dimensions}

A sound wave of angular frequency $\omega$ carries a mean power per unit area $I$ through water of density $\rho$ and sound speed $c$. How far does the water move? The product $\rho c^3$ has the dimensions of power per area, so these four quantities form one dimensionless group, $I/(\rho c^3)$. The only length free of $I$ is $c/\omega$, and the displacement amplitude must have the form
\begin{equation}
\xi_0=\frac{c}{\omega}\,F\!\left(\frac{I}{\rho c^3}\right).
\end{equation}
For a weak wave the equations of motion are linear: doubling the displacement doubles both the pressure and the velocity. Power per area is pressure times velocity, so it grows fourfold. Hence $\xi_0\propto\sqrt I$, the function $F$ is a square root, and
\begin{equation}
\xi_0\sim\frac{c}{\omega}\sqrt{\frac{I}{\rho c^3}}
=\frac1\omega\sqrt{\frac{I}{\rho c}} .
\end{equation}
The same argument gives $v_0\sim\sqrt{I/(\rho c)}$ for the velocity and $p_0\sim\sqrt{\rho c I}$ for the pressure.

Water at about $20\,^\circ$C has roughly $\rho=998$ kg/m$^3$ and $c=1482$ m/s, so $\rho c=1.479\times10^6$ Pa\,s/m. With $I=1$ W/cm$^2=10^4$ W/m$^2$ and a frequency $f=1$ MHz, the estimates are 0.12 MPa, 0.08 m/s and 13 nm. The pressure is about one atmosphere, while the displacement is comparable with the diameter of a very small particle. The missing numerical factor requires the wave itself.

\section{The travelling wave}

Label each thin layer of water by its rest position $x$, and let $\xi(x,t)$ be its displacement. A layer of rest thickness $dx$ becomes $(1+\partial\xi/\partial x)\,dx$ thick. Its mass is fixed, so for small strain its density changes by $\delta\rho=-\rho\,\partial\xi/\partial x$. Since $c^2$ is the derivative of pressure with respect to density in sound, the pressure above ambient is
\begin{equation}
p=c^2\delta\rho=-\rho c^2\frac{\partial\xi}{\partial x}.
\label{eq:pressure}
\end{equation}
The net force per area on the layer is $-(\partial p/\partial x)\,dx$ and its mass per area is $\rho\,dx$. Newton's law gives
\begin{equation}
\rho\frac{\partial^2\xi}{\partial t^2}=-\frac{\partial p}{\partial x}
=\rho c^2\frac{\partial^2\xi}{\partial x^2}.
\end{equation}
A wave travelling towards positive $x$ is $\xi=h(t-x/c)$. Its velocity is $v=\partial\xi/\partial t=h'$, and $\partial\xi/\partial x=-h'/c=-v/c$. Equation (\ref{eq:pressure}) then becomes
\begin{equation}
p=\rho c\,v .
\end{equation}
Pressure and velocity are in phase: water moves forwards where it is compressed.

The water behind a layer does work on the water ahead at the rate $(P_{\rm atm}+p)v$ per unit area. The ambient part averages to zero because $v$ does. For $v=v_0\cos(\omega t-kx)$, with $k=\omega/c$, the mean of the squared cosine is one half, and
\begin{equation}
I=\langle pv\rangle=\rho c\langle v^2\rangle
=\frac{\rho c v_0^2}{2}=\frac{p_0^2}{2\rho c}.
\end{equation}
Solving for the amplitudes gives
\begin{equation}
p_0=\sqrt{2\rho cI},\qquad v_0=\sqrt{\frac{2I}{\rho c}} .
\end{equation}
Integrating the velocity in time gives $\xi=(v_0/\omega)\sin(\omega t-kx)$, and differentiating it gives an acceleration of amplitude $\omega v_0$. Therefore
\begin{equation}
\xi_0=\frac{v_0}{\omega}=\frac1{2\pi f}\sqrt{\frac{2I}{\rho c}} .
\end{equation}
These are peak values, each larger than the dimensional estimate by $\sqrt2$. The numbers are
\begin{align}
p_0&=\sqrt{2(1.479\times10^6)(10^4)}\ {\rm Pa}=172\ {\rm kPa}=1.72\ {\rm bar},\\
v_0&=\sqrt{\frac{2\times10^4}{1.479\times10^6}}\ {\rm m/s}=0.116\ {\rm m/s},\\
\xi_0&=\frac{0.1163}{6.283\times10^6}\ {\rm m}=18.5\ {\rm nm}.
\end{align}
The full swing is $2\xi_0=37$ nm. The acceleration amplitude is $7.3\times10^5$ m/s$^2$, about 75\,000 times gravity. There is no conflict between a minute displacement and this acceleration, because their ratio is $\omega^2$.

The linear relations were tested on a water column with a nonlinear pressure law, driven by a piston of velocity amplitude $v_0$. Four wavelengths away, the simulated power flux was 0.9998 W/cm$^2$, the pressure amplitude 172.0 kPa and the displacement amplitude 18.51 nm.

At fixed intensity, pressure and velocity do not depend on frequency, whereas displacement varies as $1/f$. At 40 kHz the same intensity would give $25\times18.5=463$ nm. At 1 MHz, a displacement amplitude of 100 nm would need $(100/18.5)^2\approx29$ W/cm$^2$ in this linear model, with a pressure amplitude of about 9.3 bar. At that strength the steepening distance derived below shrinks to about 0.16 m, so the linear result would hold only close to the source.

\section{Comparison with particles on a surface}

The wavelength is $c/f=1.48$ mm, about 1500 times the diameter of a 1 $\mu$m particle. The bulk flow is therefore nearly uniform across any particle considered here. Its displacement amplitude equals the diameter $d$ at 18.5 nm; for $d=100$ nm it is 19\% of the diameter, and for $d=1000$ nm it is 1.9\%.

This compares two lengths. It does not give the motion of water past a particle held on a wafer, because viscosity brings the water to rest at the surface. Consider a wave running along a flat, rigid wall at $y=0$. Let $u(y,t)$ be the velocity parallel to the wall, $\mu$ the shear viscosity and $\nu=\mu/\rho$. Near the wall, variation along $y$ is much faster than along the wave, so
\begin{equation}
\rho\frac{\partial u}{\partial t}=-\frac{\partial p}{\partial x}
+\mu\frac{\partial^2u}{\partial y^2}.
\end{equation}
Far from the wall the velocity is $U=v_0e^{-i\omega t}$, with the real part understood, and $\rho\,\partial U/\partial t=-\partial p/\partial x$. The pressure is the same across the thin layer. Subtracting the two equations removes it, and $w=u-U$ obeys
\begin{equation}
-i\omega w=\nu\frac{\partial^2w}{\partial y^2}.
\end{equation}
A solution $e^{-\kappa y}$ requires $\kappa^2=-i\omega/\nu$. Because $(1-i)^2=-2i$, the root that decays away from the wall is
\begin{equation}
\kappa=\frac{1-i}{\delta},\qquad \delta=\sqrt{\frac{2\nu}{\omega}} .
\end{equation}
The condition $u(0)=0$ means $w(0)=-U$, so
\begin{equation}
u=U\left[1-e^{-(1-i)y/\delta}\right].
\end{equation}
For $\mu=1.00$ mPa\,s the viscous depth is $\delta=565$ nm, far smaller than the wavelength, as assumed.

Dividing by $\omega$ turns velocity amplitude into displacement amplitude. With $s=y/\delta$, its size at height $y$ is
\begin{equation}
\xi_{\rm near}=\xi_0\left|1-e^{-(1-i)s}\right|
=\xi_0\sqrt{1-2e^{-s}\cos s+e^{-2s}} .
\end{equation}
At the centre of a particle touching the wall, $y=d/2$. This is the flow that would exist there without the particle. If $d\ll\delta$, the exponential can be expanded, and $|(1-i)s|=\sqrt2\,s$ gives
\begin{equation}
\frac{\xi_{\rm near}}d\simeq
\frac{\xi_0}{d}\,\frac{\sqrt2\,d}{2\delta}
=\frac{\xi_0}{\sqrt2\,\delta}=0.023 .
\label{eq:small}
\end{equation}
The diameter cancels: a smaller particle is easier to match in size, but it sits lower in the slow layer.

\begin{center}
\begin{tabular}{rrrr}
$d$ (nm) & $\xi_0/d$ & $\xi_{\rm near}$ (nm) & $\xi_{\rm near}/d$\\
\hline
30 & 0.617 & 0.69 & 0.023\\
100 & 0.185 & 2.2 & 0.022\\
300 & 0.062 & 6.1 & 0.020\\
1000 & 0.019 & 14.9 & 0.015
\end{tabular}
\end{center}

A finite-difference solution of the wall equation, extending to $12\delta$, agreed with the formula at these four heights within 0.2\%. For the 30 nm particle the wall lowers the ratio from 0.62 to 0.023. For the 1000 nm particle the reduction is only about a fifth. A held particle of any size also disturbs the flow around itself, which this estimate leaves out. None of these ratios is a criterion for removal, which would require the forces on the particle and its adhesion.

Since $\xi_0\propto1/f$ and $\delta\propto1/\sqrt f$, the small-particle ratio in (\ref{eq:small}) varies as $1/\sqrt f$ at fixed intensity and water properties. At 40 kHz it would be five times larger, about 0.12.

\section{Limits of the simple wave}

\subsection{Steepening}

The velocity amplitude is only $7.8\times10^{-5}$ of the sound speed, but small nonlinear changes accumulate with distance. Write $e=\partial\xi/\partial x$ and take the pressure law
\begin{equation}
p=\frac{\rho c^2}{2\beta-1}\left[(1+e)^{-(2\beta-1)}-1\right],
\end{equation}
where $\beta$ measures the nonlinearity. Newton's law becomes $\partial v/\partial t=C^2\,\partial e/\partial x$, with
\begin{equation}
C^2=-\frac1\rho\frac{dp}{de}=c^2(1+e)^{-2\beta}.
\end{equation}
For a forward wave let $v$ depend on $e$ alone, with $dv/de=-C$. The identity $\partial e/\partial t=\partial v/\partial x$ then gives $\partial e/\partial t=-C\,\partial e/\partial x$. Multiplication by $dv/de$ gives $\partial v/\partial t=-C\,\partial v/\partial x$, and substituting for $\partial v/\partial x$ recovers Newton's law. Each value of $v$ thus travels at speed $C$. To first order $e=-v/c$, so $C\simeq c(1-\beta e)=c+\beta v$.

Let the source at $x=0$ have velocity $v_0\sin\omega t$, and set $\theta=\omega(t-x/c)$. Using $1/(c+\beta v)\simeq1/c-\beta v/c^2$,
\begin{equation}
v=v_0\sin\!\left(\theta+\frac{x}{x_s}\frac{v}{v_0}\right),
\qquad x_s=\frac{c^2}{\beta\omega v_0}.
\end{equation}
For $x\ll x_s$, put $v=v_0\sin\theta$ inside the argument and expand:
\begin{equation}
v\simeq v_0\sin\theta+v_0\frac{x}{x_s}\sin\theta\cos\theta
=v_0\sin\theta+v_0\frac{x}{2x_s}\sin2\theta .
\end{equation}
With $\beta=3.5$, a rough value for water, $x_s=0.86$ m. After 0.20 m the second harmonic of the velocity is about 12\% of the fundamental. At four wavelengths both the formula and the driven column give 0.345\%.

\subsection{Absorption, reflection and temperature}

In plane compression the viscous normal stress is $b\,\partial v/\partial x$. Here $b=2\mu-\tfrac23\mu+\mu_B=\tfrac43\mu+\mu_B$, where $\mu_B$ is the bulk viscosity. Adding this stress gives
\begin{equation}
\rho\frac{\partial^2\xi}{\partial t^2}
=\rho c^2\frac{\partial^2\xi}{\partial x^2}
+b\frac{\partial^3\xi}{\partial x^2\partial t}.
\end{equation}
For $\xi\propto e^{i(kx-\omega t)}$ this requires $\omega^2=k^2(c^2-i\omega b/\rho)$. Expanding the root for weak loss,
\begin{equation}
k\simeq\frac\omega c\left(1+\frac{i\omega b}{2\rho c^2}\right),
\qquad \alpha={\rm Im}\,k=\frac{\omega^2b}{2\rho c^3}.
\end{equation}
With $\mu_B=2.8$ mPa\,s, $\alpha=0.025$ m$^{-1}$. Intensity varies as the square of amplitude, so the loss over 0.20 m is $1-e^{-2\alpha(0.20\,{\rm m})}=1.0\%$.

Reflection matters more. At a rigid reflector facing the wave, the velocity must vanish. The reflected velocity cancels the incident velocity there, and because $p=-\rho cv$ for a backward wave, the two pressures add. The surface pressure amplitude is therefore $2p_0=344$ kPa. The driven column with a rigid end gave a ratio of 2.000. A quarter wavelength away the two velocities add instead, giving a displacement amplitude of 37 nm. In this standing wave, 1 W/cm$^2$ is the incident intensity; the net power flux is zero.

Warming the water to 60\,$^\circ$C, with rough values 983 kg/m$^3$ and 1551 m/s, lowers $\xi_0$ by 1.5\% at fixed intensity and frequency. The wall layer is far more sensitive: the viscosity falls to roughly 0.46 mPa\,s, $\delta$ to about 390 nm, and the small-particle ratio in (\ref{eq:small}) rises by about 40\%.

\subsection{Cavitation}

The lowest absolute pressure in the travelling wave is $101.3-172.0=-70.7$ kPa, ignoring the weight of the water above. The water is under tension, and a gas bubble can grow far more than the surrounding wave moves.

Take an isolated spherical bubble of radius $R$, much smaller than the wavelength, in incompressible water. Conservation of volume gives the radial speed $R^2\dot R/r^2$ at distance $r$. The kinetic energy is
\begin{equation}
K=\int_R^\infty\frac\rho2\frac{R^4\dot R^2}{r^4}\,4\pi r^2\,dr
=2\pi\rho R^3\dot R^2 .
\end{equation}
The radial strain rate is $-2R^2\dot R/r^3$ and each of the two transverse rates is $R^2\dot R/r^3$. The power lost to viscosity is $2\mu$ times the sum of their squares, integrated over the water:
\begin{equation}
\int_R^\infty12\mu\frac{R^4\dot R^2}{r^6}\,4\pi r^2\,dr
=16\pi\mu R\dot R^2 .
\end{equation}
Surface tension $\sigma$ stores energy at the rate $8\pi\sigma R\dot R$. Let $p_g$ be the gas pressure, $p_v$ the vapour pressure and $P(t)$ the liquid pressure far from the bubble. The energy balance is
\begin{equation}
\frac{dK}{dt}=4\pi R^2\dot R
\left(p_g+p_v-P-\frac{2\sigma}{R}-\frac{4\mu\dot R}{R}\right).
\end{equation}
The left side is $2\pi\rho(3R^2\dot R^3+2R^3\dot R\ddot R)$. Dividing by $4\pi\rho R^2\dot R$ gives the Rayleigh--Plesset equation,
\begin{equation}
R\ddot R+\frac32\dot R^2=\frac1\rho
\left(p_g+p_v-P-\frac{2\sigma}{R}-\frac{4\mu\dot R}{R}\right).
\end{equation}

Choose $R_0=2$ $\mu$m, $\sigma=73$ mN/m and $p_v=2.3$ kPa. The gas is taken as isothermal, so $p_g$ varies as $R^{-3}$, starting from the value that balances the bubble at rest. With $P=P_{\rm atm}-p_0\sin\omega t$, numerical integration gives a first maximum radius of 4.18 $\mu$m after 0.575 $\mu$s. The radius has grown by 2.2 $\mu$m, about 118 times $\xi_0$. The peak outward wall speed is 6.1 m/s, about 53 times $v_0$. Because the flow falls as $1/r^2$, at that instant it matches $v_0$ at about seven times the current radius of 3.1 $\mu$m, some 22 $\mu$m from the centre.

This applies to one chosen bubble during its first expansion under a suddenly started wave. The digits depend on those choices: heat conduction in an air bubble lowers the maximum to about 4.15 $\mu$m, adiabatic gas to 3.85 $\mu$m, and a drive raised over three cycles, with polytropic index 1.1, gives about 3.4 $\mu$m. The model does not follow the collapse, the influence of a nearby wafer, or gas entering the bubble.

\section{Relation to a cleaning bath}

A frequency near 1 MHz and an intensity of order 1 W/cm$^2$ are roughly representative of megasonic wafer cleaning. The intensity used here is acoustic power in the water. If it is inferred from electrical power and half of that power reaches the water, all three amplitudes are smaller by $\sqrt{1/2}=0.71$. A real bath also has reflections and a non-uniform beam. A single complete reflection can double the local amplitudes, as shown above, and repeated reflections between the transducer and the water surface can raise them much further at the same net power. Absorption over 0.20 m changes the bulk amplitudes by about 0.5\% and warming to 60\,$^\circ$C by about 1.5\% in this example, although warming changes the motion near a wall by tens of percent.

Of the effects sized here, the growth of the chosen bubble is the largest: its wall moves about a hundred times farther than the wave moves the water. A much smaller bubble, held back by surface tension, would grow far less. The 18.5 nm result therefore describes a single travelling wave in bubble-free water, away from walls and without reflections. It should not be read as the largest motion in a cavitating bath, nor as the motion at a particle on the wafer. Steady acoustic streaming is also left out and has not been sized here. The numerical output gives the remaining digits and input values.

\section*{Table of computed values}
\begin{verbatim}
frequency: 1.00 MHz
intensity: 1.00 W/cm2 = 10000 W/m2
water density: 998 kg/m3
sound speed: 1482 m/s
angular frequency: 6.2832e+06 rad/s
acoustic impedance: 1.4790e+06 Pa s/m
wavelength: 1.482 mm
pressure amplitude: 172.0 kPa = 1.72 bar
velocity amplitude: 0.1163 m/s = 11.6 cm/s
displacement amplitude: 18.51 nm
full displacement swing: 37.0 nm
acceleration amplitude: 7.306e+05 m/s2
acceleration / gravity: 7.450e+04
velocity / sound speed: 7.85e-05
simulated intensity: 0.9998 W/cm2
simulated pressure amplitude: 172.0 kPa
simulated displacement amplitude: 18.51 nm
shear viscosity: 1.00 mPa s
viscous depth delta: 565 nm
diameter 30 nm: bulk displacement/d 0.6169
  at centre height: 0.69 nm, ratio to d 0.0229
diameter 100 nm: bulk displacement/d 0.1851
  at centre height: 2.22 nm, ratio to d 0.0222
diameter 300 nm: bulk displacement/d 0.0617
  at centre height: 6.09 nm, ratio to d 0.0203
diameter 1000 nm: bulk displacement/d 0.0185
  at centre height: 14.90 nm, ratio to d 0.0149
small-particle wall ratio: 0.0232
bath path: 0.20 m
nonlinearity coefficient beta: 3.5
shock formation distance: 0.859 m
second harmonic at bath path: 11.6 %
simulated second harmonic at probe: 0.345 %
formula second harmonic at probe: 0.345 %
bulk viscosity: 2.80 mPa s
amplitude absorption: 0.0251 1/m
intensity loss over bath path: 1.00 %
reflector pressure / incident amplitude: 2.000
60 C water: density 983 kg/m3, speed 1551 m/s
60 C displacement change: -1.51 %
atmospheric pressure: 101.3 kPa
absolute pressure at trough: -70.7 kPa
surface tension: 73 mN/m
vapour pressure: 2.3 kPa
bubble initial radius: 2.00 um
bubble first maximum radius: 4.18 um
time of first maximum: 0.575 us
bubble radius increase: 2178 nm
bubble increase / wave displacement: 117.7
bubble peak outward wall speed: 6.14 m/s
\end{verbatim}
